# The Grating Pitch Free of Odd Phase under Balanced Coma: a program that tests the result

```python
# Result under test: with balanced coma W = C*(3 r^3 - 2 r)*cos(theta) waves,
# the first orders of a grating lit coherently on axis have no odd phase at
# pitch p0 = sqrt(3/2)*wavelength/NA, the only finite resolved pitch.
# r: pupil radius (edge = 1); C: coma at the pupil edge in waves;
# NA: numerical aperture; order m sits at pupil radius m*wavelength/(pitch*NA).
# The image is built from the mask and the pupil; its shift is read from the
# phase of the fundamental harmonic of the intensity. Lengths are in nm.
import numpy as np
import sympy as sp
from scipy.optimize import brentq

wavelength, NA, C = 193.0, 0.85, 0.010
C_secondary, defocus, tilt, n_resist = 0.005, 100.0, 0.01, 1.7
unit = wavelength / NA

# Balanced coma from minimum variance over the unit disc
r, th, t = sp.symbols("r theta t", real=True)


def disc_mean(f):
    inner = sp.integrate(sp.expand(f * r), (r, 0, 1))
    return sp.simplify(sp.integrate(inner, (th, 0, 2 * sp.pi)) / sp.pi)


variance = disc_mean((r**3 + t * r)**2 * sp.cos(th)**2)
t_best = sp.solve(sp.diff(variance, t), t)[0]
radial = sp.expand((r**3 + t_best * r) / (1 + t_best))
assert sp.expand(radial - (3 * r**3 - 2 * r)) == 0
mean_square = disc_mean(radial**2 * sp.cos(th)**2)
assert mean_square == sp.Rational(1, 8)
second_radial = 10 * r**5 - 12 * r**3 + 3 * r
for lower in (r, radial):
    assert disc_mean(second_radial * lower * sp.cos(th)**2) == 0

# Fourier coefficients of an equal line/space mask, by quadrature
u = (np.arange(4000) + 0.5) / 4000 - 0.5
mask = (np.abs(u) < 0.25).astype(float)
orders = range(-3, 4)
amplitude = {m: np.mean(mask * np.cos(2 * np.pi * m * u)) for m in orders}


def coma(x, y):
    return C * (3 * (x * x + y * y) - 2) * x


def secondary(x, y):
    q = x * x + y * y
    return C_secondary * (10 * q * q - 12 * q + 3) * x


def focus(x, y):
    cosine = np.sqrt(np.maximum(0, 1 - NA**2 * (x * x + y * y)))
    return defocus / wavelength * (cosine - 1)


on_axis = np.array([[0.0, 0.0]])


def disc_source(sigma, n_radii, n_angles):
    rad = sigma * np.sqrt((np.arange(n_radii) + 0.5) / n_radii)
    ang = 2 * np.pi * (np.arange(n_angles) + 0.5) / n_angles
    R, A = np.meshgrid(rad, ang)
    return np.column_stack([(R * np.cos(A)).ravel(), (R * np.sin(A)).ravel()])


def image(x, pitch, wavefront, source=on_axis, angle=0.0):
    field = np.zeros((len(source), len(x)), complex)
    for m in orders:
        radius = m * unit / pitch
        px = source[:, 0] + radius * np.cos(angle)
        py = source[:, 1] + radius * np.sin(angle)
        passed = px**2 + py**2 <= 1
        pupil = passed * np.exp(2j * np.pi * wavefront(px, py))
        field += amplitude[m] * np.outer(pupil, np.exp(2j * np.pi * m * x / pitch))
    return np.mean(np.abs(field)**2, axis=0)


def fundamental(pitch, wavefront, source=on_axis, angle=0.0):
    x = np.arange(32) * pitch / 32
    intensity = image(x, pitch, wavefront, source, angle)
    return np.mean(intensity * np.exp(-2j * np.pi * x / pitch))


def shift(pitch, wavefront, source=on_axis, angle=0.0):
    harmonic = fundamental(pitch, wavefront, source, angle)
    return -np.angle(harmonic) * pitch / (2 * np.pi)


# Null found from images, against the derived pitch
p0 = np.sqrt(1.5) * unit
null_image = brentq(lambda p: shift(p, coma), 240, 400, xtol=1e-10)
assert abs(null_image - p0) < 1e-6
rho0 = unit / p0
assert 2 * rho0 > 1
scan = np.linspace(1.005 * unit, 1.995 * unit, 60)
scan_shift = np.array([shift(p, coma) for p in scan])
assert np.sum(np.diff(np.sign(scan_shift)) != 0) == 1

# Shift law, rigid motion of the whole image, and grating direction
for angle in (0.0, np.pi / 3):
    for p in (230.0, 340.0, 450.0):
        law = -C * unit * (3 * (unit / p)**2 - 2) * np.cos(angle)
        found = shift(p, coma, angle=angle)
        assert abs(found - law) < 1e-8
        d = np.linspace(0, p / 2, 15)
        left = image(found - d, p, coma, angle=angle)
        right = image(found + d, p, coma, angle=angle)
        assert np.allclose(left, right, atol=1e-11)
assert abs(shift(340.0, coma, angle=np.pi / 2)) < 1e-9

# Without the balancing tilt there is no null
seidel = [shift(p, lambda x, y: 3 * C * (x * x + y * y) * x) for p in scan]
assert max(seidel) < -1e-3

# Defocus alters contrast, not position, for on-axis light
both = lambda x, y: coma(x, y) + focus(x, y)
assert abs(shift(340.0, both) - shift(340.0, coma)) < 1e-8
focus_factor = abs(fundamental(p0, both)) / abs(fundamental(p0, coma))
assert focus_factor < 0.9

# Sensitivity to pitch at the null
slope = (shift(p0 + 0.01, coma) - shift(p0 - 0.01, coma)) / 0.02
assert abs(slope / (4 * C * rho0) - 1) < 1e-5

# Small disc source: analytic first-order law against the source sum
small = disc_source(0.1, 12, 24)
shift_small = shift(p0, coma, small)
assert abs(shift_small / (-3 * C * unit * 0.1**2) - 1) < 0.02
null_small = brentq(lambda p: shift(p, coma, small), 260, 320)
assert abs(null_small / (unit / np.sqrt(2 / 3 - 0.1**2)) - 1) < 1e-3

# Larger source, with some first orders clipped: check of source sampling
shift_large = shift(p0, coma, disc_source(0.3, 60, 144))
assert abs(shift_large - shift(p0, coma, disc_source(0.3, 90, 216))) < 0.02

# Secondary coma
shift_second = shift(p0, secondary)
assert abs(shift_second - 5 / 9 * C_secondary * unit) < 1e-8
mixed = lambda x, y: coma(x, y) + secondary(x, y)
null_mixed = brentq(lambda p: shift(p, mixed), 240, 320)
mixed_square = (3 + np.sqrt(19)) / 10
assert abs(null_mixed - unit / np.sqrt(mixed_square)) < 1e-6

# Source-centring error together with defocus
sin_air = NA * rho0
cos_air = np.sqrt(1 - sin_air**2)
shift_tilt = abs(shift(p0, focus, np.array([[tilt, 0.0]])))
assert abs(shift_tilt / (defocus * NA * tilt / cos_air) - 1) < 0.01


# In-plane polarisation: add field components as vectors
def vector_fundamental(pitch, index):
    x = np.arange(32) * pitch / 32
    ex, ez = np.zeros(32, complex), np.zeros(32, complex)
    for m in (-1, 0, 1):
        s = m * wavelength / (pitch * index)
        wave = amplitude[m] * np.exp(2j * np.pi * (m * x / pitch
                                     + coma(m * unit / pitch, 0.0)))
        ex += np.sqrt(1 - s * s) * wave
        ez -= s * wave
    intensity = np.abs(ex)**2 + np.abs(ez)**2
    return np.mean(intensity * np.exp(-2j * np.pi * x / pitch))


vector_shift = -np.angle(vector_fundamental(340.0, 1.0)) * 340 / (2 * np.pi)
assert abs(vector_shift - shift(340.0, coma)) < 1e-8
scalar_size = abs(fundamental(p0, coma))
factor_air = abs(vector_fundamental(p0, 1.0)) / scalar_size
factor_resist = abs(vector_fundamental(p0, n_resist)) / scalar_size
assert abs(factor_air - cos_air) < 1e-9
assert abs(factor_resist - np.sqrt(1 - (sin_air / n_resist)**2)) < 1e-9

print(f"wavelength: {wavelength:.1f} nm; NA: {NA:.2f}")
print(f"coma at pupil edge C: {C:.4f} waves")
print(f"coma rms: {C * float(sp.sqrt(mean_square)):.5f} waves")
print(f"balancing tilt t for r^3 + t r: {t_best}")
print(f"wavelength/NA: {unit:.3f} nm")
print(f"mask amplitudes a0, a1: {amplitude[0]:.4f}, {amplitude[1]:.4f}")
print(f"null pitch, formula: {p0:.4f} nm")
print(f"null pitch, from images: {null_image:.4f} nm")
print(f"null pitch from images / (wavelength/NA): {null_image / unit:.5f}")
print(f"first-order pupil radius at null: {rho0:.5f}")
print(f"second-order pupil radius at null: {2 * rho0:.5f}")
print("pitch (nm), pupil radius, phase of +1 order (rad), image shift (nm):")
for p in (230.0, p0, 340.0, 450.0):
    phase = 2 * np.pi * coma(unit / p, 0.0)
    print(f"  {p:.2f}  {unit / p:.4f}  {phase + 0.0:+.5f}  {shift(p, coma):+.4f}")
print(f"long-pitch limit of shift law: {2 * C * unit:.4f} nm")
print(f"shift change per nm of pitch at null: {slope:.5f} nm/nm")
print("Neglected effects, at the null pitch:")
print(f"source radius 0.1: shift {shift_small:+.4f} nm")
print(f"source radius 0.1: null moves to {null_small:.3f} nm")
print(f"source radius 0.3 (clipped orders): shift {shift_large:+.2f} nm")
print(f"secondary coma {C_secondary:.3f} waves: shift {shift_second:+.4f} nm")
print(f"with both comas: null moves to {null_mixed:.3f} nm")
print(f"defocus {defocus:.0f} nm: fundamental times {focus_factor:.4f}")
print(f"defocus plus source offset {tilt:.2f}: |shift| {shift_tilt:.4f} nm")
print(f"first-order angle in air: {np.degrees(np.arcsin(sin_air)):.2f} degrees")
print(f"in-plane polarisation, air: fundamental times {factor_air:.4f}")
print(f"same in resist of index {n_resist:.1f}: times {factor_resist:.4f}")
print("all tests passed")
```

Output:

```
wavelength: 193.0 nm; NA: 0.85
coma at pupil edge C: 0.0100 waves
coma rms: 0.00354 waves
balancing tilt t for r^3 + t r: -2/3
wavelength/NA: 227.059 nm
mask amplitudes a0, a1: 0.5000, 0.3183
null pitch, formula: 278.0891 nm
null pitch, from images: 278.0891 nm
null pitch from images / (wavelength/NA): 1.22474
first-order pupil radius at null: 0.81650
second-order pupil radius at null: 1.63299
pitch (nm), pupil radius, phase of +1 order (rad), image shift (nm):
  230.00  0.9872  +0.05730  -2.0975
  278.09  0.8165  +0.00000  -0.0000
  340.00  0.6678  -0.02778  +1.5032
  450.00  0.5046  -0.03919  +2.8069
long-pitch limit of shift law: 4.5412 nm
shift change per nm of pitch at null: 0.03266 nm/nm
Neglected effects, at the null pitch:
source radius 0.1: shift -0.0681 nm
source radius 0.1: null moves to 280.198 nm
source radius 0.3 (clipped orders): shift +0.17 nm
secondary coma 0.005 waves: shift +0.6307 nm
with both comas: null moves to 264.687 nm
defocus 100 nm: fundamental times 0.6124
defocus plus source offset 0.01: |shift| 1.1808 nm
first-order angle in air: 43.95 degrees
in-plane polarisation, air: fundamental times 0.7200
same in resist of index 1.7: times 0.9129
all tests passed
```
